\section*{The Nielsen–Martin Stress Theorem from Homogeneous Scaling, part 1}

(Sections cited here and not found follow in the second part.)

\section{Part I: Scaling the wavefunction}

\subsection{Two kinetic derivatives of opposite sign}

A model cell of $6\times7\times8$ bohr contains two soft ions of charge one and two electrons treated in the local density approximation (LDA). Stretch it along $x$ and carry the occupied orbital along like a pattern drawn on rubber. The kinetic energy then changes at the rate $-0.04609$ Ha per unit strain. Solve the Kohn--Sham equations again in each stretched cell, and the rate is $+0.02402$ Ha. Even the sign differs. Yet the total energy, treated in the same two ways, has one and the same derivative: over the six strain components examined, the largest difference is $4.5\times10^{-8}$ Ha.

The agreement follows from the variational principle, and it makes the stress computable from a single ground-state calculation. The relaxation of the orbitals may be ignored in the total, although it changes the separate terms at first order. Part I proves this and obtains the stress theorem for interacting electrons and for Kohn--Sham LDA. Part II gives the plane-wave formulas, the virial pressure and the numbers. The numerical check provides the numerical checks, apart from the rough estimate of the Pulay term near the end of Part II.

\subsection{Strain, stress and what is held fixed}

Hartree atomic units are used, so $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ equal one. Cartesian components carry indices $a,b,c$. A homogeneous strain moves every point according to
\begin{equation}
 \mathbf r\to A\mathbf r,\qquad A_{ab}=\delta_{ab}+\epsilon_{ab}.
 \label{eq:strain}
\end{equation}
It acts on the cell vectors and on the nuclei, whose fractional coordinates therefore stay fixed. The Bloch vector also keeps its fractional coordinates. The nuclei are at rest, and $E(\epsilon)$ is the electronic ground-state energy including the repulsion between nuclei. With cell volume $\Omega$, define
\begin{equation}
 D_{ab}=\left.\frac{\partial E}{\partial\epsilon_{ab}}\right|_{\epsilon=0},
 \qquad \sigma_{ab}=\frac{D_{ab}}{\Omega},
 \qquad P=-\frac13\sum_a\sigma_{aa}.
 \label{eq:stress}
\end{equation}
Positive $\sigma_{xx}$ is tension: stretching along $x$ costs energy. The sign of $P$ agrees with $P=-dE/d\Omega$. For $A_{ab}=(1+s)\delta_{ab}$ one has $d\Omega=3\Omega\,ds$ and $dE=\sum_aD_{aa}\,ds$, hence $-dE/d\Omega=-\sum_aD_{aa}/(3\Omega)$.

All nine $\epsilon_{ab}$ are treated as independent. In the absence of external fields $D$ is nevertheless symmetric. An antisymmetric strain $\omega$ gives $A=1+\omega$, which agrees with the rotation $\exp\omega$ to first order. A rotation of the whole crystal leaves $E$ unchanged, so $\sum_{ab}\omega_{ab}D_{ab}=0$ for every antisymmetric $\omega$, and the antisymmetric part of $D$ vanishes. In a finite-difference test of a shear, setting $\epsilon_{yz}=s$ alone gives $dE/ds=D_{yz}$, whereas setting $\epsilon_{yz}=\epsilon_{zy}=s$ gives $2D_{yz}$.

Fixed fractional coordinates do not require vanishing forces. Let $u$ stand for the fractional coordinates. If they are relaxed at each strain, the derivative of the relaxed energy is
\begin{equation}
 \frac{dE}{d\epsilon_{ab}}=\frac{\partial E}{\partial\epsilon_{ab}}
 +\sum_j\frac{\partial E}{\partial u_j}\frac{du_j}{d\epsilon_{ab}} .
\end{equation}
The second term drops out when the forces vanish at zero strain. Otherwise $D_{ab}$ is the derivative at fixed $u$ and nothing more.

\subsection{The scaled trial state}

Let $\Psi(\mathbf r_1,\dots,\mathbf r_N)$ be the normalized ground state at zero strain. Spin labels are untouched by the strain and are suppressed. The scaled state is
\begin{equation}
 \Psi_\epsilon(\mathbf r_1,\dots,\mathbf r_N)
 =(\det A)^{-N/2}\,\Psi(A^{-1}\mathbf r_1,\dots,A^{-1}\mathbf r_N).
 \label{eq:scaled}
\end{equation}
It is an admissible trial state of the strained system for three reasons. First, with $\mathbf r_i=A\mathbf y_i$ each volume element gives $d^3r_i=\det A\,d^3y_i$, and the $N$ factors cancel the squared prefactor, so the norm is one. Secondly, all electrons undergo the same map, so antisymmetry is preserved. Thirdly, a translation by a strained lattice vector $A\mathbf L$ shifts $A^{-1}\mathbf r$ by $\mathbf L$, so the boundary condition of the old cell becomes that of the new one.

The map \eqref{eq:scaled} can be applied to any state $\Phi$ of the unstrained cell, and it is invertible. The strained problem can therefore be written as a minimization over a space that does not depend on strain:
\begin{equation}
 E(\epsilon)=\min_\Phi F[\Phi,\epsilon],\qquad
 F[\Phi,\epsilon]=\langle\Phi_\epsilon|H_\epsilon|\Phi_\epsilon\rangle .
 \label{eq:min}
\end{equation}

\subsection{Why relaxation drops out of the total}

Take a strain $\epsilon=s\,m$ with a fixed matrix $m$ and a small number $s$. Describe norm-preserving changes of $\Phi$ away from $\Psi$ by real coordinates $\mathbf c$, with the irrelevant overall phase removed. Since $\Psi$ minimizes $F$ at $s=0$, there is no term linear in $\mathbf c$ alone:
\begin{equation}
 F=E_0+gs+\tfrac12hs^2+s\,\mathbf b^{T}\mathbf c
 +\tfrac12\mathbf c^{T}K\mathbf c+\dots
 \label{eq:quad}
\end{equation}
The omitted terms are of third order in $s$ and $\mathbf c$ together. The ground state is assumed non-degenerate and separated by a gap, so $K$ is positive definite. Setting the derivative with respect to $\mathbf c$ to zero gives
\begin{equation}
 s\,\mathbf b+K\mathbf c=0,\qquad \mathbf c=-s\,K^{-1}\mathbf b .
\end{equation}
Insertion into \eqref{eq:quad} turns the last two terms into $-s^2\mathbf b^TK^{-1}\mathbf b+\frac12s^2\mathbf b^TK^{-1}\mathbf b$. Hence
\begin{equation}
 F[\Psi,\epsilon]-E(\epsilon)
 =\tfrac12s^2\,\mathbf b^{T}K^{-1}\mathbf b+O(s^3).
 \label{eq:excess}
\end{equation}
The energy excess of the scaled state is quadratic in the strain, and $dE/ds=g$ at $s=0$. The stress follows from the explicit strain dependence of $F[\Psi,\epsilon]$.

A separate term $X$ of the energy, such as the kinetic energy, is not stationary. It has an expansion $X=X_0+x_ss+\mathbf x_c^{T}\mathbf c+\dots$, and along the relaxed path
\begin{equation}
 \left.\frac{dX}{ds}\right|_{\rm relaxed}=x_s-\mathbf x_c^{T}K^{-1}\mathbf b .
 \label{eq:single}
\end{equation}
The vectors $\mathbf x_c$ of all terms add up to zero, because $F$ has no linear term in $\mathbf c$. This accounts for the opening numbers. Relaxation changes the kinetic derivative by $0.02402-(-0.04609)=0.07011$ Ha, and the other terms together change by the opposite amount. A formula for one stress contribution must therefore be tested with scaled orbitals held frozen. A re-converged calculation tests the sum.

In the model cell the excess \eqref{eq:excess} is $4.369\times10^{-6}$ Ha at an $xx$ strain of $0.005$ and $1.737\times10^{-5}$ Ha at $0.010$. The ratio is $3.976$, against $4$ for a pure square.

The same argument holds in a finite basis if the variational space is carried along by the map \eqref{eq:scaled}. Then \eqref{eq:min} is a minimization over coefficients in a fixed space, and every line above remains valid, however small that space is. If the strained calculation uses other functions than the scaled ones, the change of the space contributes a further derivative. Atomic orbitals with fixed exponents are such a case, since scaling would alter their width.

\subsection{The theorem for interacting electrons}

Only the explicit strain dependence is now needed. For the kinetic energy, differentiate \eqref{eq:scaled} by the chain rule. A derivative with respect to component $a$ of $\mathbf r_i$ becomes $\sum_b(A^{-1})_{ba}\partial_{ib}$ acting on $\Psi$, so that
\begin{equation}
 T(\epsilon)=\frac12\sum_i\sum_{abc}(A^{-1})_{ba}(A^{-1})_{ca}
 \langle\partial_{ib}\Psi|\partial_{ic}\Psi\rangle .
\end{equation}
To first order $(A^{-1})_{ba}=\delta_{ba}-\epsilon_{ba}$, and the sum over $a$ gives
\begin{equation}
 \sum_a(\delta_{ba}-\epsilon_{ba})(\delta_{ca}-\epsilon_{ca})
 =\delta_{bc}-\epsilon_{bc}-\epsilon_{cb}+O(\epsilon^2).
\end{equation}
Exchanging $b$ and $c$ turns the matrix element into its complex conjugate. The two strain terms thus combine to twice the real part, which cancels the factor $\frac12$:
\begin{equation}
 \frac{\partial T}{\partial\epsilon_{ab}}
 =-\sum_i{\rm Re}\,\langle\partial_{ia}\Psi|\partial_{ib}\Psi\rangle
 =-\sum_i\langle p_{ia}p_{ib}\rangle .
 \label{eq:mbkin}
\end{equation}
The last form follows by partial integration, whose boundary terms cancel in a periodic cell. The minus sign says that stretching lengthens the wavelengths and lowers the kinetic energy of the scaled state. The term is a momentum flux and contributes a positive pressure. Had the nuclei been included among the quantum particles, with masses $M_I$, the same step would have added $-\langle P_{Ia}P_{Ib}\rangle/M_I$. Clamped nuclei have no such term.

For a pair of particles with separation $\mathbf x$ and potential $v(x)$, the substitution $\mathbf r_i=A\mathbf y_i$ replaces $v(|\mathbf x|)$ by $v(|A\mathbf x|)$ in the expectation value. This holds for electron--nucleus pairs too, because the nuclei are moved by $A$. From
\begin{equation}
 |A\mathbf x|^2=x^2+2\sum_{ab}\epsilon_{ab}x_ax_b+O(\epsilon^2)
 \quad\Rightarrow\quad
 \frac{\partial|A\mathbf x|}{\partial\epsilon_{ab}}=\frac{x_ax_b}{x}
 \label{eq:length}
\end{equation}
the stress theorem follows:
\begin{equation}
 D_{ab}=-\sum_i\langle p_{ia}p_{ib}\rangle
 +\sum_{\rm pairs}\left\langle v'(x)\frac{x_ax_b}{x}\right\rangle .
 \label{eq:mb}
\end{equation}

Its one-dimensional form is $L\,dE/dL=-2T+\sum_{\rm pairs}\langle x\,v'(x)\rangle$. It was tested on two interacting particles on a ring of length 6 bohr, with a Gaussian repulsion of height $1$ Ha, a Gaussian attraction of depth $2$ Ha to one fixed ion, both of the form $e^{-x^2/2w^2}$ with $w=0.8$ bohr, and all periodic images included. Diagonalization gives $T=0.424103$ Ha and a potential virial of $0.908510$ Ha, so the theorem yields
\begin{equation}
 -2(0.424103)+0.908510=0.060304\ \text{Ha}.
\end{equation}
Differences of the ground-state energies at neighbouring lengths give the same $0.060304$ Ha. This test includes correlation, which a single-orbital test would not.

For Coulomb forces $v\propto1/x$, so $x\,v'=-v$. In a periodic cell the sum over images converges only conditionally and is defined, for a neutral cell, by the Ewald convention of Part II; the Coulomb energy so defined still scales as the inverse of the length under uniform scaling, which is all the trace requires. The trace of \eqref{eq:mb} is then $-2T-V$, where $V$ is the whole Coulomb energy, and \eqref{eq:stress} gives the quantum virial pressure
\begin{equation}
 3P\Omega=2T+V .
 \label{eq:mbvirial}
\end{equation}
For a finite molecule in free space there is no cell, and $E$ depends on the nuclear positions $\mathbf R_I$ alone. The same trace then equals $\sum_I\mathbf R_I\cdot\partial E/\partial\mathbf R_I$. At an equilibrium geometry this vanishes, leaving $2T+V=0$.

\subsection{Kohn--Sham energy: kinetic, Hartree and LDA terms}

The LDA energy is a functional of orthonormal orbitals $\psi_i$ with fixed occupations $f_i$ and density $n=\sum_if_i|\psi_i|^2$. It is stationary at self-consistency, so the argument of \eqref{eq:quad} applies once rotations among equally occupied orbitals are removed from $\mathbf c$. The scaled orbitals and density are
\begin{equation}
 \psi_{i,\epsilon}(\mathbf r)=(\det A)^{-1/2}\psi_i(A^{-1}\mathbf r),\qquad
 n_\epsilon(\mathbf r)=\frac{n(A^{-1}\mathbf r)}{\det A}.
 \label{eq:ksscale}
\end{equation}
The orbitals remain orthonormal by the change of variables used before. The steps leading to \eqref{eq:mbkin}, applied to each orbital, give
\begin{equation}
 D^{T}_{ab}=-\sum_if_i\,{\rm Re}\int\partial_a\psi_i^*\,\partial_b\psi_i\,d^3r .
 \label{eq:kskin}
\end{equation}

For a finite density, changing variables in both integrals of the Hartree energy cancels the two determinants:
\begin{equation}
 E_H(\epsilon)=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|A(\mathbf r-\mathbf r')|}\,d^3r\,d^3r' .
\end{equation}
With \eqref{eq:length} and $\mathbf x=\mathbf r-\mathbf r'$,
\begin{equation}
 D^{H}_{ab}=-\frac12\iint n(\mathbf r)n(\mathbf r')\frac{x_ax_b}{x^3}\,d^3r\,d^3r',
 \qquad \sum_aD^H_{aa}=-E_H .
 \label{eq:hreal}
\end{equation}
For two electrons in an anisotropic Gaussian, with pair-separation spreads $1.0$, $1.5$ and $2.0$ bohr, quadrature of \eqref{eq:hreal} gives $-0.257306$, $-0.365040$ and $-0.449508$ Ha for $xx$, $yy$ and $zz$. Differences of $E_H$ agree with these to the printed digits. Their sum is $-1.071854$ Ha, which is minus the Hartree energy. The long axis carries the largest share because it contributes most to $x_a^2/x^3$.

In the LDA let $e_{xc}(n)$ be the exchange--correlation energy per electron. The change of variables now leaves a determinant inside the function:
\begin{equation}
 E_{xc}(\epsilon)=\int n\,e_{xc}\!\left(\frac{n}{\det A}\right)d^3r,
 \qquad \det A=1+\sum_a\epsilon_{aa}+O(\epsilon^2).
\end{equation}
To first order the argument is $n-n\sum_a\epsilon_{aa}$. The potential is $v_{xc}=d(ne_{xc})/dn=e_{xc}+n\,e_{xc}'$, so $n\,e_{xc}'=v_{xc}-e_{xc}$ and
\begin{equation}
 D^{xc}_{ab}=-\delta_{ab}\int n^2e_{xc}'\,d^3r
 =\delta_{ab}\int n\,(e_{xc}-v_{xc})\,d^3r .
 \label{eq:xc}
\end{equation}
This term is isotropic because the LDA depends on strain through the local density, and the density responds to the volume alone. A functional that also depends on $\nabla n$ has a further strain dependence, which \eqref{eq:xc} lacks.

\section{Part II: Plane waves, virial pressure and numbers}

\subsection{Symbols and results carried over}

The strain is $A=1+\epsilon$, acting on cell and nuclei at fixed fractional coordinates. $D_{ab}=\partial E/\partial\epsilon_{ab}$, the stress is $D_{ab}/\Omega$ with tension positive, and $3P\Omega=-\sum_aD_{aa}$. Orbitals $\psi_i$ have occupations $f_i$ and density $n$, while $e_{xc}$ and $v_{xc}$ are the LDA energy per electron and potential. Part I showed that $D$ follows from the energy of scaled orbitals without relaxation, provided the basis is carried along by the strain. It gave the kinetic term \eqref{eq:kskin}, the Hartree term \eqref{eq:hreal} of a finite density, the LDA term \eqref{eq:xc}, and $3P\Omega=2T+V$ for interacting particles with Coulomb forces.

The stress has been shown to follow from the explicit strain dependence of the energy of scaled orbitals, without relaxation, and this has given the theorem for interacting electrons and the kinetic, Hartree and LDA terms. What remains is to write the terms in plane waves, add those of the ions, and obtain the virial pressure and the numbers for the model cells.
